# Net carrier density of Weyl nodes and chemical potential at fixed doping: a program that tests the result

```python
"""
Result under test: g identical, untilted Weyl nodes have the NET density
    n = n_e - n_h = g (mu^3 + pi^2 (kT)^2 mu) / (6 pi^2 (hbar v)^3),
and at fixed n the chemical potential mu obeys
    mu^3 + pi^2 (kT)^2 mu = E_F^3.
mu is measured from the node, E_F is mu at T=0, k is Boltzmann's constant.
For anisotropic cones v^3 is the product of the principal velocities.
Example energies are in eV and lengths in nm; reduced tests use hbar=1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit


def net_density_from_bands(velocity, tilt, mu, kT):
    """k sum of f(E_upper)+f(E_lower)-1 from diagonalised Hamiltonians."""
    singular = np.linalg.svd(velocity, compute_uv=False)
    tilt_size = np.linalg.norm(tilt)
    reach = 24 * kT / (singular[-1] - tilt_size)
    step = kT / (singular[0] + tilt_size)
    axis = np.arange(-reach, reach + step, step)
    ky, kz = np.meshgrid(axis, axis, indexing="ij")
    total = 0.0
    for kx in axis:
        k = np.stack([np.full_like(ky, kx), ky, kz], axis=-1)
        q = k @ velocity.T
        shift = k @ tilt
        h = np.empty(ky.shape + (2, 2), dtype=complex)
        h[..., 0, 0] = shift + q[..., 2]
        h[..., 1, 1] = shift - q[..., 2]
        h[..., 0, 1] = q[..., 0] - 1j * q[..., 1]
        h[..., 1, 0] = q[..., 0] + 1j * q[..., 1]
        energy = np.linalg.eigvalsh(h)
        total += np.sum(expit((mu - energy) / kT).sum(axis=-1) - 1)
    return total * step**3 / (2 * np.pi)**3


def carrier_integral(eta):
    """Integral of x^2/(exp(x-eta)+1) over positive x."""
    return quad(lambda x: x*x*expit(eta - x), 0, max(eta, 0) + 50,
                epsabs=1e-12, epsrel=1e-11, limit=300)[0]


def mu_quadrature(t):
    """mu/E_F at t=kT/E_F, found from electron and hole integrals."""
    def excess(m):
        return 3*t**3*(carrier_integral(m/t) - carrier_integral(-m/t)) - 1
    return brentq(excess, 0, 1.1, xtol=1e-14, rtol=1e-13)


def mu_closed(fermi_energy, kT):
    p = np.pi * kT
    argument = 1.5*np.sqrt(3)*(fermi_energy/p)**3
    return 2*p/np.sqrt(3)*np.sinh(np.arcsinh(argument)/3)


# Net density, anisotropy and tilt from the two-band Hamiltonian.
mu_test, kT_test = 1.5, 1.0
polynomial = (mu_test**3 + np.pi**2*kT_test**2*mu_test)/(6*np.pi**2)
A = np.array([[1.0, 0.3, 0.0], [0.0, 0.8, 0.2], [0.1, 0.0, 0.6]])
grid_aniso = net_density_from_bands(A, np.zeros(3), mu_test, kT_test)
ratio_aniso = grid_aniso * abs(np.linalg.det(A)) / polynomial
assert abs(ratio_aniso - 1) < 1e-6
tilt = 0.3
grid_tilt = net_density_from_bands(np.eye(3), np.array([0, 0, tilt]),
                                   mu_test, kT_test)
ratio_tilt = grid_tilt * (1 - tilt**2)**2 / polynomial
assert abs(ratio_tilt - 1) < 1e-6

# Thermal second moment, its alternating series, and radial densities.
moment = quad(lambda x: x*x*expit(x)*expit(-x), -60, 60, limit=300)[0]
m = np.arange(1, 20001)
series = 4*np.sum((-1.0)**(m + 1)/m**2)
assert abs(moment - np.pi**2/3) < 1e-8
assert abs(series - moment) < 2e-8
for eta in (0.2, 3.0, 12.0):
    difference = carrier_integral(eta) - carrier_integral(-eta)
    assert abs(difference/((eta**3 + np.pi**2*eta)/3) - 1) < 1e-8

# Low- and high-temperature laws and the slope, using quadrature roots.
a_low = 0.05
x_low = mu_quadrature(np.sqrt(a_low)/np.pi)
low_coefficient = (x_low - 1 + a_low/3)/a_low**3
assert abs(low_coefficient*81 - 1) < 0.05  # next power of a remains
t_high = 3.0
a_high = (np.pi*t_high)**2
x_high = mu_quadrature(t_high)
assert abs(x_high/(1/a_high - 1/a_high**4) - 1) < 1e-7
t_mid, dt = 0.35, 1e-4
x_mid = mu_quadrature(t_mid)
slope_numeric = (mu_quadrature(t_mid+dt)-mu_quadrature(t_mid-dt))/(2*dt)
slope_formula = -2*np.pi**2*t_mid*x_mid/(3*x_mid**2+np.pi**2*t_mid**2)
assert abs(slope_numeric/slope_formula - 1) < 1e-5

# Rough parameters in the regime of Cd3As2.
nodes = 4
v_plane, v_axis = 1.0e6, 3.0e5
doping_cm3 = 2.0e17
doping = doping_cm3*1e-21
hv_plane = const.hbar*v_plane/const.e*1e9
hv_axis = const.hbar*v_axis/const.e*1e9
hv_cubed = hv_plane**2*hv_axis
E_F = (6*np.pi**2*doping*hv_cubed/nodes)**(1/3)
k_B = const.k/const.e
T_star = E_F/(np.pi*k_B)
temperatures = (50, 100, 200, 300)
mu_values = [mu_closed(E_F, k_B*T) for T in temperatures]
for T, value in zip(temperatures, mu_values):
    assert abs(value/(E_F*mu_quadrature(k_B*T/E_F)) - 1) < 1e-8

kT_room = k_B*300
mu_room = mu_values[-1]
density_scale = nodes*kT_room**3/(2*np.pi**2*hv_cubed)
n_e = density_scale*carrier_integral(mu_room/kT_room)
n_h = density_scale*carrier_integral(-mu_room/kT_room)
assert abs((n_e - n_h)/doping - 1) < 1e-8


# Two Dirac cones at kz=+-k0 merge at the energy hbar*v_axis*k0/2.
# Dispersion: E^2=(hbar*v_plane*k_plane)^2+[c*(kz^2-k0^2)]^2.
def merged_count(energy, k0):
    """States per volume between zero and energy in the upper bands."""
    e = np.asarray(energy, dtype=float)
    c = hv_axis/(2*k0)
    upper = np.sqrt(k0**2 + e/c)
    lower = np.sqrt(np.maximum(k0**2 - e/c, 0))

    def primitive(k):
        return e*e*k - c*c*(k**5/5 - 2*k0**2*k**3/3 + k0**4*k)
    return (primitive(upper)-primitive(lower))/(2*np.pi**2*hv_plane**2)


for energy in (0.03, 0.15):
    k0 = 1.0
    kz = np.linspace(-4, 4, 400001)
    mass = hv_axis*(kz**2-k0**2)/(2*k0)
    area = np.pi*np.maximum(energy**2-mass**2, 0)/hv_plane**2
    direct = 2*np.sum(area)*(kz[1]-kz[0])/(2*np.pi)**3
    assert abs(direct/merged_count(energy, k0) - 1) < 1e-5
linear_count = nodes*0.001**3/(6*np.pi**2*hv_cubed)
assert abs(merged_count(0.001, 1.0)/linear_count - 1) < 1e-3


def merged_mu(k0, kT, points=8001):
    x = np.linspace(-40, 40, points)
    weight = expit(x)*expit(-x)*(x[1]-x[0])

    def excess(mu):
        e = mu + kT*x
        count = np.sign(e)*merged_count(np.abs(e), k0)
        return np.sum(weight*count)/doping - 1
    return brentq(excess, 0, 0.2)


merge_rows = []
for k0 in (0.5, 1.0, 1.5):
    zero_T = brentq(lambda e: merged_count(e, k0)/doping - 1, 1e-5, 0.2)
    merge_rows.append((k0, hv_axis*k0/2, zero_T,
                       merged_mu(k0, k_B*100), merged_mu(k0, kT_room)))
mesh_shift = abs(merged_mu(1.0, kT_room, 16001)-merge_rows[1][4])
assert mesh_shift < 1e-6

E_F_tilt = E_F*(1-tilt**2)**(2/3)
mu_tilt = mu_closed(E_F_tilt, kT_room)


def unequal_mu(hole_speed_ratio):
    def excess(mu):
        electrons = density_scale*carrier_integral(mu/kT_room)
        holes = density_scale*carrier_integral(-mu/kT_room)
        return (electrons - holes/hole_speed_ratio**3)/doping - 1
    return brentq(excess, -0.2, 0.3)


print(f"k-sum/formula, anisotropic untilted node: {ratio_aniso:.9f}")
print(f"k-sum/formula, tilt 0.3 with tilt factor: {ratio_tilt:.9f}")
print(f"thermal second moment <x^2>: {moment:.8f}")
print(f"low-T coefficient of a^3 at a=0.05: {low_coefficient:.6f}")
print(f"value of 1/81: {1/81:.6f}")
print(f"mu/E_F at a=1: {mu_closed(1, 1/np.pi):.6f}")
print(f"number of Weyl nodes: {nodes}")
print(f"in-plane velocity: {v_plane:.2e} m/s")
print(f"axial velocity: {v_axis:.2e} m/s")
print(f"net electron doping: {doping_cm3:.2e} cm^-3")
print(f"hbar*v in plane: {hv_plane:.5f} eV nm")
print(f"hbar*v along axis: {hv_axis:.5f} eV nm")
print(f"product (hbar*v)^3: {hv_cubed:.6f} eV^3 nm^3")
print(f"E_F: {1000*E_F:.3f} meV")
print(f"crossover temperature T*: {T_star:.2f} K")
for T, value in zip(temperatures, mu_values):
    a = (np.pi*k_B*T/E_F)**2
    print(f"T={T} K: kT={1000*k_B*T:.3f} meV, a={a:.5f}, "
          f"mu={1000*value:.3f} meV, mu/E_F={value/E_F:.5f}")
    print(f"  leading low-T law={1000*E_F*(1-a/3):.3f} meV; "
          f"leading high-T law={1000*E_F/a:.3f} meV")
slope_room = (-2*np.pi**2*k_B**2*300*mu_room
              / (3*mu_room**2+np.pi**2*kT_room**2))
print(f"dmu/dT at 300 K: {1000*slope_room:.5f} meV/K")
print(f"electron density at 300 K: {n_e*1e21:.4e} cm^-3")
print(f"hole density at 300 K: {n_h*1e21:.4e} cm^-3")
print(f"total carrier density at 300 K: {(n_e+n_h)*1e21:.4e} cm^-3")
for k0, saddle, zero_T, cold, room in merge_rows:
    print(f"merging cones, k0={k0:.1f} nm^-1: saddle={1000*saddle:.2f} meV,"
          f" E_F={1000*zero_T:.2f} meV")
    print(f"  mu(100 K)={1000*cold:.2f} meV, mu(300 K)={1000*room:.2f} meV,"
          f" change from linear at 300 K={100*(room/mu_room-1):.1f} %")
print(f"merging-model mesh shift at 300 K: {1000*mesh_shift:.2e} meV")
print(f"tilt 0.3: E_F={1000*E_F_tilt:.3f} meV, "
      f"mu(300 K)={1000*mu_tilt:.3f} meV")
for ratio in (0.9, 1.1):
    print(f"hole/electron velocity={ratio:.1f}: "
          f"mu(300 K)={1000*unequal_mu(ratio):.3f} meV")
print("all tests passed")
```

Running it gives:

```
k-sum/formula, anisotropic untilted node: 1.000000000
k-sum/formula, tilt 0.3 with tilt factor: 1.000000000
thermal second moment <x^2>: 3.28986813
low-T coefficient of a^3 at a=0.05: 0.012551
value of 1/81: 0.012346
mu/E_F at a=1: 0.682328
number of Weyl nodes: 4
in-plane velocity: 1.00e+06 m/s
axial velocity: 3.00e+05 m/s
net electron doping: 2.00e+17 cm^-3
hbar*v in plane: 0.65821 eV nm
hbar*v along axis: 0.19746 eV nm
product (hbar*v)^3: 0.085550 eV^3 nm^3
E_F: 63.272 meV
crossover temperature T*: 233.72 K
T=50 K: kT=4.309 meV, a=0.04577, mu=62.307 meV, mu/E_F=0.98475
  leading low-T law=62.307 meV; leading high-T law=1382.465 meV
T=100 K: kT=8.617 meV, a=0.18307, mu=59.416 meV, mu/E_F=0.93906
  leading low-T law=59.411 meV; leading high-T law=345.616 meV
T=200 K: kT=17.235 meV, a=0.73228, mu=48.202 meV, mu/E_F=0.76182
  leading low-T law=47.828 meV; leading high-T law=86.404 meV
T=300 K: kT=25.852 meV, a=1.64764, mu=32.969 meV, mu/E_F=0.52107
  leading low-T law=28.522 meV; leading high-T law=38.402 meV
dmu/dT at 300 K: -0.14708 meV/K
electron density at 300 K: 2.2213e+17 cm^-3
hole density at 300 K: 2.2126e+16 cm^-3
total carrier density at 300 K: 2.4425e+17 cm^-3
merging cones, k0=0.5 nm^-1: saddle=49.37 meV, E_F=59.40 meV
  mu(100 K)=56.23 meV, mu(300 K)=33.91 meV, change from linear at 300 K=2.9 %
merging cones, k0=1.0 nm^-1: saddle=98.73 meV, E_F=62.56 meV
  mu(100 K)=58.28 meV, mu(300 K)=30.38 meV, change from linear at 300 K=-7.8 %
merging cones, k0=1.5 nm^-1: saddle=148.10 meV, E_F=62.97 meV
  mu(100 K)=58.98 meV, mu(300 K)=31.14 meV, change from linear at 300 K=-5.5 %
merging-model mesh shift at 300 K: 2.24e-08 meV
tilt 0.3: E_F=59.417 meV, mu(300 K)=28.347 meV
hole/electron velocity=0.9: mu(300 K)=33.976 meV
hole/electron velocity=1.1: mu(300 K)=32.237 meV
all tests passed
```
